# Transparent impurity pairs in a random delta comb

## The problem

An electron of mass $m$ moves along $z$ through a row of delta barriers with equal spacing $a$,

$$V(z)=\sum_j\lambda_j\,\delta(z-ja).$$

Most sites are hosts with strength $\lambda$. The rest are impurities with strength $\lambda'\neq\lambda$. Impurities occur in adjacent pairs, and the pairs are placed at random. Two pairs may touch.

At which energies does a pair reflect nothing, and at which of these does an electron travel through the whole random crystal?

## A tempting solution

Let $E=\hbar^2k^2/2m$, $x=ka$, $s=x^2$ and $S=\sin x/x$. Define the dimensionless strengths $\beta=m\lambda a/\hbar^2$ and $\beta'=m\lambda' a/\hbar^2$. For $E<0$, $x$ is imaginary, but $\cos x$ and $S$ stay real.

Describe the wave just behind each delta by the column $(\psi,a\psi')$. Free motion over one spacing multiplies it by $F$. A delta leaves $\psi$ continuous and raises $\psi'$ by $2m\lambda\psi/\hbar^2$, so it raises $a\psi'$ by $2\beta\psi$:

$$F=\begin{pmatrix}\cos x&S\\-x\sin x&\cos x\end{pmatrix},\qquad K(\beta)=\begin{pmatrix}1&0\\2\beta&1\end{pmatrix}.$$

The host cell matrix is $M=K(\beta)F$ and the impurity cell matrix is $M'=K(\beta')F$. Both have determinant 1. Their half traces are

$$c=\cos x+\beta S,\qquad c'=\cos x+\beta' S.$$

A $2\times2$ matrix obeys its own characteristic equation, so

$$M'^2=2c'M'-1. \tag{1}$$

If $c'=0$, a pair has the matrix $M'^2=-1$. It changes only the sign of the wave. The tempting conclusion is that at every root of $c'=0$ the electron crosses the random crystal freely, with transmission 1.

## Where it fails

Equation (1) is correct, and so is $M'^2=-1$. The fault lies in the last sentence. The matrix of a pair says how a wave is handed from one side of the pair to the other. It does not say that the host on either side carries a travelling wave.

With $N_p$ pairs and $N_h$ host cells at $c'=0$, each pair contributes a factor $-1$, which commutes with everything. In any order of placement the total matrix is

$$M_{\rm tot}=(-1)^{N_p}M^{N_h}. \tag{2}$$

The pairs have dropped out, and the host decides the rest. The eigenvalues of $M$ solve $\mu^2-2c\mu+1=0$. For $|c|<1$ they are $e^{\pm iq}$ with $\cos q=c$: the energy lies in a host band and Bloch waves travel. For $|c|>1$ they are real, with moduli $e^{\pm\kappa}$ and $\cosh\kappa=|c|$: the energy lies in a gap and the wave decays.

Here is a case where the tempting answer fails. Take $\lambda=0.6$ and $\lambda'=0.1$ eV nm, with $a=10$ nm and $m=0.067\,m_e$. The impurity trace vanishes at 22.46 meV, but there $c=2.023$. The amplitude falls by $e^{-1.330}$ per host cell, since $\operatorname{arccosh}2.023=1.330$. Ten host cells reduce the intensity by about $e^{-26.6}$, although every pair has the matrix $-1$.

Two questions remain. Is $c'=0$ the only way for a pair to be free of reflection, and when does such an energy lie in a host band?

## Reflection of a pair inside a host band

Let $|c|<1$. Expand the wave in the two eigenvectors of $M$, with amplitudes $A$ for the factor $e^{iq}$ and $B$ for $e^{-iq}$. The eigenvectors are complex conjugates of each other because $M$ is real. Every real matrix of determinant 1 therefore takes the form

$$\begin{pmatrix}\alpha&b\\b^*&\alpha^*\end{pmatrix},\qquad|\alpha|^2-|b|^2=1.$$

Send in a wave of amplitude 1 from the left. The left amplitudes are $(1,r)$ and the right ones $(t,0)$. The second row gives $0=b^*+\alpha^*r$, so $r=-b^*/\alpha^*$. The first gives $t=\alpha+br=(|\alpha|^2-|b|^2)/\alpha^*=1/\alpha^*$. Hence

$$\frac RT=|b|^2. \tag{3}$$

If $e^{-iq}$ is the wave that travels to the right, the two rows exchange roles and (3) is unchanged.

**One impurity.** Since $K(\beta')=K(\beta'-\beta)K(\beta)$, we have $M'=(1+N)M$. The only nonzero element of $N$ is $2(\beta'-\beta)$ in the lower left corner, so $N$ has zero trace and zero determinant. In the Bloch basis, zero trace makes the diagonal elements imaginary and opposite. Call them $-i\nu$ and $i\nu$. Zero determinant then gives the off-diagonal element $n$ the modulus $|n|=|\nu|$. To find $\nu$, evaluate the trace of $NM$ in two ways:

$$-i\nu e^{iq}+i\nu e^{-iq}=2\nu\sin q,\qquad \operatorname{tr}M'-\operatorname{tr}M=2(c'-c).$$

Equating them,

$$\nu=\frac{c'-c}{\sin q}=\frac{(\beta'-\beta)S}{\sin q}. \tag{4}$$

The off-diagonal element of $M'=M+NM$ is $ne^{-iq}$, so one impurity has $R_1/T_1=\nu^2$. Its upper diagonal element is $(1-i\nu)e^{iq}$.

**A pair.** In (1) the unit matrix has no off-diagonal element. The pair's off-diagonal element is $2c'$ times that of one impurity:

$$\frac{R_2}{T_2}=4c'^2\nu^2. \tag{5}$$

Could $\nu$ vanish instead of $c'$? That needs $S=0$, hence $\sin x=0$ with $x\neq0$, and then $c=\cos x=\pm1$. For $\beta\neq0$ this is a band edge, not the interior of a band. For $\beta=0$ no gap opens there, but $|\nu|$ tends to $|\beta'|/x$, which is not zero. For $E\le0$, $S$ is positive. So inside a host band a pair is free of reflection if and only if $c'=0$. At a band edge the two eigenvectors merge and this scattering description does not apply. At the edges with $\sin x=0$, a standing wave with a node at every delta fits any arrangement of impurities. Between flat leads the transmission there still falls with length, as the inverse square if the mean strength is not zero, but not exponentially.

Physically, the two impurities of a pair each reflect, and at $c'=0$ their reflected waves cancel. A single impurity at the same energy still reflects.

## When the resonance lies in a band

At $c'=0$ we have $\cos x=-\beta'S$. Insert this and $\sin^2x=sS^2$ into $\cos^2x+\sin^2x=1$:

$$S^2(\beta'^2+s)=1. \tag{6}$$

Also $c=c-c'=(\beta-\beta')S$, so

$$c^2=\frac{(\beta-\beta')^2}{\beta'^2+s}.$$

The denominator is positive by (6). The condition $c^2<1$ becomes $\beta^2-2\beta\beta'+\beta'^2<\beta'^2+s$, or

$$s>\beta(\beta-2\beta'). \tag{7}$$

No step used the sign of $s$, so (7) also covers negative energies. It was compared with a direct evaluation of $|c|$ for random strengths between $-6$ and 6 and $s$ between $-40$ and 150. It classified all 320 resonances correctly, 229 in bands and 91 in gaps.

If $0\le\beta\le2\beta'$, the right side of (7) is not positive, and every positive-energy resonance lies in a band. If $\beta>2\beta'>0$, low resonances can fall in gaps. High ones cannot: $c'$ changes sign between $x=(l-\tfrac12)\pi$ and $x=l\pi$ for every positive integer $l$, so resonances continue to arbitrarily high $s$, where (7) holds. In the gap example $\beta=5.28$ and $\beta'=0.879$, so the bound is 18.6, while $s=3.95$.

## The extended state and the sample ends

On the left of a delta, free motion gives $\psi_{j-1}=\cos x\,\psi_j-S\,a\psi'_{j,-}$. On its right, $\psi_{j+1}=\cos x\,\psi_j+S\,a\psi'_{j,+}$. Add these and use the slope jump $2\beta_j\psi_j$:

$$\psi_{j+1}+\psi_{j-1}=2c_j\psi_j. \tag{8}$$

Let a Bloch wave $\psi_j=Ae^{iqj}$ arrive at a pair on sites $n$ and $n+1$. The arriving form still holds at site $n$. With $c'=0$, (8) gives

$$\psi_{n+1}=-\psi_{n-1}=-Ae^{iq(n-1)},\qquad \psi_{n+2}=-\psi_n=-Ae^{iqn}.$$

Both values have the form $-Ae^{iq(j-2)}$. The same travelling wave continues with a new phase, ready for the next host or the next pair. Its modulus is equal at all deltas. The state is extended, however the pairs are placed.

In an infinite host crystal the random section therefore has transmission 1. Between flat leads it need not, because plane waves and Bloch waves do not match at the ends. By (2), the transmission equals that of $N=N_h$ host cells alone. To find it, write $M^N=u_NM-u_{N-1}$. Multiplying by $M$ and using $M^2=2cM-1$ gives $u_{N+1}=2cu_N-u_{N-1}$ with $u_0=0$ and $u_1=1$, so $u_N=\sin Nq/\sin q$. In the plane-wave basis of the leads, (4) applies with a free background: $c\to\cos x$, $q\to x$, and one host delta has $|b|=\beta/x$. The power $M^N$ multiplies this element by $u_N$. With $|\alpha|^2=1+|b|^2=1/T$,

$$\frac1T=1+\frac{\beta^2}{x^2}\,\frac{\sin^2Nq}{\sin^2q}. \tag{9}$$

In a band $T$ oscillates with $N$ and stays above a fixed positive value. In a gap $\sin^2 Nq/\sin^2 q$ becomes $\sinh^2N\kappa/\sinh^2\kappa$, and $T$ decays.

## Near the resonance

Build the crystal from independent elements: a pair with probability $p$, a host cell with probability $1-p$. Off resonance the pairs reflect weakly, and a real solution, with amplitudes $(A,A^*)$, grows on average. Let $\gamma$ be the mean growth of $\ln|A|$ per cell, and take $a/\gamma$ as the localization length.

Follow the phase variable $z=A/A^*$. A host cell turns it into $ze^{2iq}$. For a pair write $\alpha=|\alpha|e^{i\varphi}$. To first order in $b$,

$$z\to\frac{\alpha z+b}{\alpha^*+b^*z}\simeq e^{2i\varphi}z+be^{i\varphi}-b^*e^{3i\varphi}z^2.$$

To zeroth order the phases are uniform and $\langle z^2\rangle=0$. The stationary mean then obeys $\langle z\rangle=(1-p)e^{2iq}\langle z\rangle+p(e^{2i\varphi}\langle z\rangle+be^{i\varphi})$, so

$$\langle z\rangle=\frac{p\,be^{i\varphi}}{D},\qquad D=1-pe^{2i\varphi}-(1-p)e^{2iq}.$$

A pair changes $\ln|A|$ by $\ln|\alpha+bz^*|$. Since $|\alpha|^2=1+|b|^2$, its mean to second order is $\tfrac12|b|^2+\mathrm{Re}(b^*e^{i\varphi}\langle z\rangle)$. Multiply by $p$ and divide by the mean number of cells per element, $(1-p)+2p=1+p$:

$$\gamma=\frac{p|b|^2}{1+p}\left[\frac12+p\,\mathrm{Re}\frac{e^{2i\varphi}}{D}\right]. \tag{10}$$

Here $|b|^2=4c'^2\nu^2$, and by (1) $\varphi$ is the phase of $2c'(1-i\nu)e^{iq}-1$. At the resonance $\varphi=\pi$ and $D=(1-p)(1-e^{2iq})$. Because $\mathrm{Re}[1/(1-e^{i\theta})]=\tfrac12$, the bracket tends to $1/[2(1-p)]$, and

$$\gamma\simeq\frac{p}{2(1-p^2)}\,4c'^2\nu^2. \tag{11}$$

As $c'$ is linear in $E-E_c$ near the resonance energy $E_c$, the localization length diverges as $(E-E_c)^{-2}$. A sample of length $L$ then has a window of width proportional to $L^{-1/2}$ in which the localization length exceeds $L$. These are leading-order results. $E_c$ never sits exactly at the host band centre $q=\pi/2$, because $c=(\beta-\beta')S$ is not zero there: $S\neq0$ by (6). If $E_c$ lies very close to the centre, a host cell leaves $z^2$ almost unchanged. But $\nu$ and the reflection of a pair are then small too, and (10) still holds near $E_c$.

## A superlattice in numbers

Take $m=0.067\,m_e$, $a=10$ nm, and barriers 0.25 eV high, 0.8 nm thick in the host and 1.6 nm in the impurities. Height times thickness gives $\lambda=0.20$ and $\lambda'=0.40$ eV nm, so $\beta=1.7585$ and $\beta'=3.5171$. The energy unit $\hbar^2/2ma^2$ is 5.6865 meV.

The first root of $c'=0$ is $x=2.5199$, so $s=6.350$ and

$$E_c=6.350\times5.6865\ \text{meV}=36.11\ \text{meV}=0.03611\ \text{eV}.$$

The bound in (7) is $-9.28$, so the energy must lie in a band. Indeed this host band runs from 15.30 to 56.12 meV, and $c=(\beta-\beta')S=-1.7586\times0.23113=-0.4065$.

A single impurity has $\nu^2=0.1652/(1-0.1652)=0.198$, a reflection of $0.198/1.198=17\%$. For a pair, a solution of the scattering equation that uses no cell matrices places the minimum of reflection at 36.109 meV, with $R_2/T_2$ zero to rounding.

The same method was applied to a chain of 198 cells with 40 pairs and 118 hosts between flat leads. At $E_c$ it gives $T=0.7441$, and the same value for the 118 hosts alone. Formula (9) agrees: $\beta^2/x^2=0.487$, $\sin^2q=0.835$, and $118q$ exceeds a multiple of $\pi$ by 2.267, so $\sin^2 118q=0.589$ and $T=1/1.344=0.744$. At 6 meV below $E_c$ the chain transmits 0.0013 and its hosts alone 0.70.

For the width of the resonance, differentiate $c'$ and use $\cos x=-\beta'S$:

$$\frac{dc'}{dx}=-\sin x+\frac{\beta'(\cos x-S)}{x}=-\frac Sx\left(s+\beta'^2+\beta'\right)=-2.040.$$

With $dx/dE=x/2E=0.0349$ per meV, $dc'/dE=-0.0712$ per meV. Thus $R_2/T_2\simeq4(0.0712)^2(0.198)=0.0040$ at 1 meV from resonance. For $p=0.3$, (11) gives $\gamma=0.165\times0.0040=6.6\times10^{-4}$ per cell, a localization length of about 1510 cells. Direct propagation through 2000 random chains of 4000 elements gives 1480 cells at $-1$ meV and 1620 at $+1$ meV. Formula (10), which keeps the asymmetry, gives 1460 and 1630.

For a sample of 200 cells, or 2.0 µm, (10) puts the window from 33.4 to 39.5 meV, 6.0 meV wide. The sampled lengths at its edges are 203 and 202 cells. If the impurities are placed singly, with the same fraction of 46% of the cells and the energy held at $E_c$, the length is only 46 cells. Pairing makes the difference.

## Beside a real superlattice

The parameters are rough typical values for GaAs wells with AlGaAs barriers. Real barriers are not deltas, but (1) holds for any cell matrix of determinant 1. For square barriers of the stated size the zero of the trace moves to 38.7 meV, and to 36.9 meV when the barrier mass is $0.092\,m_e$. The host half trace there is $-0.48$, still in a band. A nonparabolic well (rough gap 1.5 eV) lowers the zero by a further 0.36 meV, and 10 meV of in-plane energy by 0.15 meV if the masses are constant. In the nonparabolic well the same in-plane motion lowers it by 0.2 to 0.5 meV, depending on how the in-plane energy is defined. Nonparabolicity of the barrier, left out here, acts the other way and can outweigh that of the well. Barriers of finite thickness also narrow the window. With the barrier mass $0.092\,m_e$ and each barrier at the end of its cell, the window for 200 cells is 3.3 meV wide instead of 6.0 meV. None of these effects removes the resonance.

Unequal impurities do remove it. Let every $\beta_j$ have an independent error of zero mean and rms $\sigma$. At $E_c$ all deltas see the same $|\psi|$, so an error scatters equally strongly at host and impurity sites, with $|b|$ equal to the error times $S/|\sin q|$ by (4). The errors are independent of the arriving phase, so the first-order term averages out and, away from the band centre,

$$\gamma=\frac{\sigma^2S^2}{2\sin^2q}.$$

An assumed rms error of 0.1 nm in barrier thickness gives $\sigma=0.22$ and a length of 647 cells; the random chains give 652. The square barriers described above are more sensitive. At fixed period the same error leaves roughly 250 to 270 cells if only one face of each barrier moves, depending on which face, and roughly 320 if both faces move equally (barrier mass $0.092\,m_e$, barrier at the end of its cell). If the wells vary independently, also by 0.1 nm rms, about 250 cells remain. This is only slightly more than the 200 cells of the sample, so a much longer sample would not survive such errors.

The estimate also assumes phase coherence across the sample. At the host group speed of $3.0\times10^5$ m/s, an assumed coherence time of 1 ps covers 303 nm of pure host, or 30 cells, far less than the 2 µm sample. Crossing 2 µm of pure host would take about 7 ps, and the pairs delay the electron further, to about 8 ps in all if host crystal continues on both sides (about 10 ps for the square barriers with mass $0.092\,m_e$). With 1 ps, even the 46-cell localization of unpaired impurities could not develop fully. The thermal energy is 0.34 meV at 4 K, well inside the window, but 6.6 meV at 77 K, wider than the window. A bias field of 30 V/cm, or 17 V/cm for the square barriers, already drops the window's width across the sample, so the estimate applies only to cold samples at much smaller fields, and only if the coherence time exceeds the crossing time. The electrons must also have energies along $z$ inside the window. Since $E_c$ lies 21 meV above the bottom of the host band, cold electrons are found there only if they are injected near $E_c$ or if the Fermi level reaches it. The numerical output below lists most of the values used.

## Table of computed values

```
well mass: 0.067 m_e
period a: 10 nm
barrier height: 0.25 eV
barrier thickness host, impurity: 0.8, 1.6 nm
strength host, impurity: 0.200, 0.400 eV nm
beta host, impurity: 1.7585, 3.5171
energy unit E0: 5.6865 meV
host band: 15.301 to 56.124 meV
resonance energy Ec: 36.109 meV
Ec from minimum of computed pair reflection: 36.109 meV
x = ka at Ec: 2.5199
sin x / x at Ec: 0.23113
host half trace at Ec: -0.40645
host Bloch phase q at Ec: 1.9894 rad
s at Ec: 6.3499
band bound beta(beta - 2 beta'): -9.2774
single impurity R/T at Ec: 0.19789
pair R/T at Ec: 3.9e-28
pair R/T at Ec + 1 meV: 0.0035761
test chain: 198 cells, 40 pairs, 118 hosts
T with flat leads at Ec, chain and hosts alone: 0.744110, 0.744110
T at Ec - 6 meV, chain and hosts alone: 1.293e-03, 0.6996
relative spread of |psi| over deltas at Ec: 5.7e-12
band proviso test: 229 roots in bands, 91 in gaps
gap case strengths host, impurity: 0.6, 0.1 eV nm
gap case energy, host half trace: 22.459 meV, 2.0230
gap case amplitude decay per host cell: 1.3301
pair probability p: 0.3
impurity fraction of cells: 0.46154
random-chain growth rate at Ec: 3.5e-06 per cell
quadratic-law localization length at 1 meV: 1513 cells
sampled length at Ec -1, +1 meV: 1482, 1624 cells
weak-reflection length there: 1456, 1629 cells
sample: 200 cells, 2.0 um
window with length above sample: 33.43 to 39.46 meV
window width: 6.03 meV
sampled length at window edges: 203, 202 cells
sampled length at Ec - 6 meV: 39.5 cells
sampled length at Ec, impurities unpaired: 46.4 cells
zero-trace energy, square barriers, equal mass: 38.734 meV
same with barrier mass 0.092 m_e: 36.883 meV
host half trace there: -0.47644
further shift, nonparabolic well (gap 1.5 eV): -0.357 meV
further shift, in-plane energy 10 meV: -0.147 meV
assumed rms thickness error: 0.1 nm
length at Ec from it, formula and sampled: 647, 652 cells
host group speed at Ec: 3.03e+05 m/s
path in assumed coherence time 1 ps: 303 nm
level broadening hbar/tau: 0.658 meV
kT at 4, 77, 300 K: 0.345, 6.64, 25.9 meV
field dropping the window width over sample: 30.2 V/cm
```
